Tunneling polarization from four conductances of a Zeeman-split superconductor

**Definitions and conventions**

A superconducting film S and a ferromagnet F are separated by a weak tunnel barrier. A magnetic field B lies in the film plane, and F is magnetized along it. The label σ = + denotes electrons whose magnetic moment points along B, the majority electrons of F; σ = − denotes the others. With g = 2, an electron of label σ has Zeeman energy −σh, where

h = μ_B B.

The film is taken to remain superconducting in this field, with a real gap parameter Δ > h. For a real film this demands more. It must be thin enough that orbital pair breaking stays weak, and at low temperature h must stay below the Pauli limit Δ/√2, where a BCS film turns normal. Energies are in meV and voltages in mV, so that the elementary charge is 1; ħ = 1 as well. Energies ε are measured from the Fermi level of S. A voltage V > 0 raises the Fermi level of F by V above that of S, and I is the particle current from F to S.

Let t_σ be the tunneling amplitude and N_Fσ the density of states of F at its Fermi level. Both are taken as independent of energy over the few meV that matter. The normalized weights and the polarization are

a_σ = |t_σ|² N_Fσ / (|t_+|² N_F+ + |t_-|² N_F-),
a_+ + a_- = 1,  P = a_+ − a_-.

Thus P is a property of the electrode together with the barrier. It equals the density-of-states polarization of F if |t_+| = |t_-|.

The conductance G(V) = dI/dV is divided by its value with S in the normal state. For a chosen voltage x, four readings are taken:

G1 = G(−x−h),  G2 = G(−x+h),
G3 = G(x−h),  G4 = G(x+h).

The result to be derived is

P = [(G4 − G2) − (G1 − G3)] / [(G4 − G2) + (G1 − G3)].  (1)

**The tunneling current**

Both derivations use lowest-order tunneling that conserves spin, between electrodes that each stay in equilibrium. Let m and n be many-body states of S with energies E_m, E_n and thermal probabilities p_m, p_n, and let c† add an electron of label σ. The spectra for adding and removing an electron at energy ε are

A_add(ε) = Σ p_m |⟨n|c†|m⟩|² δ(ε − E_n + E_m),
A_rem(ε) = Σ p_n |⟨n|c†|m⟩|² δ(ε − E_n + E_m).

In equilibrium p_n = p_m exp(−ε/kT) on the support of the delta function, so A_rem = exp(−ε/kT) A_add. With A = A_add + A_rem and the Fermi function f(ε) = 1/(exp(ε/kT) + 1), this gives

A_add = (1 − f)A,  A_rem = fA.

An electron enters S from a filled state of F, with occupation f(ε−V), and leaves S into an empty one. The net rate at energy ε is therefore proportional to

f(ε−V)[1 − f(ε)]A − [1 − f(ε−V)]f(ε)A = [f(ε−V) − f(ε)]A.

Summing A over the orbitals of S and dividing by the normal density gives N_σ(ε). Hence

I(V) = Σ_σ a_σ ∫ N_σ(ε)[f(ε−V) − f(ε)] dε,
G(V) = Σ_σ a_σ ∫ N_σ(ε)[−f′(ε−V)] dε.  (2)

In the normal state N_σ = 1 and G = a_+ + a_- = 1, as the normalization requires.

**First derivation: the BCS spectrum**

Take an orbital of normal energy ξ and its time-reversed partner. In mean-field theory without spin-orbit or spin-flip scattering, their Hamiltonian is

H = (ξ−h)n_+ + (ξ+h)n_- − Δ(c_+†c_-† + c_-c_+).

The anticommutation rules give

[c_+, H] = (ξ−h)c_+ − Δc_-†,
[c_-†, H] = −Δc_+ − (ξ+h)c_-†.

The coefficients form the matrix

−h + K,  K = [[ξ, −Δ], [−Δ, −ξ]].

Since K² = (ξ² + Δ²) times the unit matrix, K has eigenvalues ±E with E = √(ξ² + Δ²). The poles for σ = + are thus at ±E − h. Their weights are the upper-left elements of the projectors (1 ± K/E)/2:

u² = (1 + ξ/E)/2,  v² = (1 − ξ/E)/2.

For σ = − the corresponding equations are

[c_-, H] = (ξ+h)c_- + Δc_+†,
[c_+†, H] = Δc_- + (−ξ+h)c_+†.

They give poles at ±E + h with the same weights. In both cases the poles lie at ±E − σh.

Put y = ε + σh and sum over orbitals, with a constant normal density:

N_σ(ε) = ∫ dξ [u² δ(y−E) + v² δ(y+E)].

For y > Δ the first delta function has the two roots ξ = ±ξ₀, with ξ₀ = √(y²−Δ²). Because dE/dξ = ξ/E, each root carries the factor y/ξ₀. The weights add to u²(ξ₀) + u²(−ξ₀) = 1. For y < −Δ the second delta function gives the same result with |y|. Inside the gap there is no root. Therefore

N_σ(ε) = ρ(ε+σh),
ρ(y) = |y|/√(y²−Δ²) for |y| > Δ, and 0 otherwise.  (3)

The majority peaks lie at ε = ±Δ − h and the minority peaks at ±Δ + h. Substituting (3) in (2) and changing the variable to y gives

G(V) = a_+ s(V+h) + a_- s(V−h),  (4)
s(V) = ∫ ρ(y)[−f′(y−V)] dy.

Both ρ and −f′ are even, so s(−V) = s(V) at any temperature. Inserting the four voltages and using this evenness,

G1 = a_+ s(x) + a_- s(x+2h),
G2 = a_+ s(x−2h) + a_- s(x),
G3 = a_+ s(x) + a_- s(x−2h),
G4 = a_+ s(x+2h) + a_- s(x).

In G4 − G2 the minority terms cancel, and in G1 − G3 the majority terms cancel:

G4 − G2 = a_+ D,  G1 − G3 = a_- D,
D = s(x+2h) − s(x−2h).  (5)

The sum of the two differences is D and their difference is PD. Their ratio is (1), provided D ≠ 0. The shape of s has dropped out.

**Second derivation: symmetry, without a spectrum**

Write the Hamiltonian of S as H = H₀ − hM, with M = N_+ − N_- here built from the number operators of the two labels. Let H₀ be quadratic in the electron operators, as in any mean-field theory, and let it commute with M. Since [M, c_σ] = −σc_σ, the Zeeman term only adds a phase to the time dependence:

c_σ(t) = exp(iσht) c_σ⁰(t),

where the superscript 0 means evolution under H₀. The spectral function is

A_σ(ε) = (1/2π) ∫ dt exp(iεt) ⟨{c_σ(t), c_σ†}⟩.

For a quadratic Hamiltonian the anticommutator is a number, so the thermal average cannot bring in a further dependence on h. The phase turns ε into ε + σh, and

A_σ(ε) = A_σ⁰(ε+σh).

This is the rigid shift, obtained without finding an eigenvalue. Here H₀ contains the value of Δ that the film has in the field.

Evenness follows from particle-hole symmetry. Let the normal levels come in pairs ξ and −ξ, and consider the transformation

c_ξσ → σ c†_{−ξ,σ}.

It turns ξ n_ξσ into ξ − ξ n_{−ξ,σ}. Summed over all levels, the constants cancel and the kinetic energy is restored. The pair term c_ξ+†c_ξ-† becomes −c_{−ξ,+}c_{−ξ,-} = c_{−ξ,-}c_{−ξ,+}, which is the Hermitian conjugate of the pair term at −ξ. With real Δ, equal for all levels, H₀ is unchanged.

Define F_ξ(t) = {c_ξσ⁰(t), c_ξσ†}. The transformation gives F_ξ(t) = {c⁰†_{−ξ,σ}(t), c_{−ξ,σ}}, which is the complex conjugate of F_{−ξ}(t). In the Fourier integral, conjugation reverses the sign of ε, so

A⁰_ξσ(ε) = A⁰_{−ξ,σ}(−ε).

The sum over ξ is even in ε. If H₀ also treats the two labels alike, both have the same even density, and (2) yields the form (4) with an even function s whose shape has not been specified.

Now split the measured curve into parts even and odd in V:

G_e(V) = [G(V) + G(−V)]/2,
G_o(V) = [G(V) − G(−V)]/2.

Evenness of s gives G(−V) = a_+ s(V−h) + a_- s(V+h). Hence

G_e(V) = [s(V+h) + s(V−h)]/2,
G_o(V) = P[s(V+h) − s(V−h)]/2.

The even part does not contain P, while the odd part is proportional to it. To eliminate s, compare the two at V = x+h and V = x−h:

G_e(x+h) − G_e(x−h) = [s(x+2h) − s(x−2h)]/2 = D/2,
G_o(x+h) + G_o(x−h) = P[s(x+2h) − s(x−2h)]/2 = PD/2.

The terms s(x) cancel in both lines. Therefore

P = [G_o(x+h) + G_o(x−h)] / [G_e(x+h) − G_e(x−h)].

In terms of the readings, the numerator is (G4 − G1 + G3 − G2)/2 and the denominator is (G4 + G1 − G3 − G2)/2. Their ratio is (1) again.

**What each derivation assumes**

Both need spin-conserving, lowest-order tunneling, equilibrium electrodes and energy-independent weights a_σ. The first also assumes the BCS density with a sharp edge. The second replaces this by four properties: a quadratic H₀, conservation of M, equal densities for the two labels, and particle-hole symmetry. A rounded density is therefore admissible if the rounding respects these properties. The first derivation supplies what the second leaves open, namely the positions of the peaks and the size of D.

The second route also shows where spin-orbit mixing enters. If H₀ does not commute with M, the phase argument fails. Suppose that the mirror relation N_-(ε) = N_+(−ε) nevertheless survives. Then G(V) = a_+ n(V) + a_- n(−V), where n is the smeared N_+. Inserting the four voltages gives

G4 − G2 = a_+ A + a_- C,  G1 − G3 = a_+ C + a_- A,
A = n(x+h) − n(−x+h),  C = n(−x−h) − n(x−h),

and the right side of (1) becomes P(A − C)/(A + C). For a rigid shift, n(V) = s(V+h) and C = s(x) − s(x) = 0. With mixing, nothing in the argument makes C vanish, and a model of the mixed densities is needed to correct the estimate. The correction need not be small. In Maki's model of a film with orbital depairing and spin-orbit scattering, at the parameters of the worked example below and depairing parameter 0.03, (1) returns 0.400 without spin-orbit scattering but about 0.45 for a spin-orbit parameter b = 0.05. For a real film, (1) is exact only to the extent that this scattering is negligible.

**Where the ratio becomes useless**

Equation (1) is 0/0 when D = 0. This happens at x = 0, by evenness, and at h = 0. For x > 0 it also happens where |x−2h| and x+2h lie on opposite sides of the peak of s at equal heights; in the worked example below this occurs at x = 0.667 mV. If 2h exceeds the position of the peak, there is a second such point at small x, where x−2h is negative. Voltages near such a point must be avoided too. For a splitting small compared with the width of the structure in s,

D ≈ 4h s′(x) + (8/3)h³ s‴(x),

so at a maximum of s the signal is only of third order in h.

High temperature also removes the signal. The integral of |ρ − 1| is 2Δ inside the gap and 2Δ outside it, and −f′ is at most 1/(4kT). Hence |s − 1| ≤ Δ/kT and |D| ≤ 2Δ/kT. The identity survives, but its numerator and denominator both vanish as kT/Δ grows.

Independent random errors of standard deviation η in the four readings show the cost of a small D. With X = G4 − G2 and Y = G1 − G3, the derivatives of (X−Y)/(X+Y) are 2Y/(X+Y)² and −2X/(X+Y)². X and Y share no reading, and each has variance 2η². Since X² + Y² = D²(a_+² + a_-²) = D²(1+P²)/2, the standard error to first order is

σ_P = 2η√(1+P²)/|D|.  (6)

**An error in the splitting**

Suppose that h + δ is used in place of h when the voltages are chosen. Equation (4) then gives

G4 − G2 = a_+ A′ + a_- B′,  G1 − G3 = a_+ B′ + a_- A′,
A′ = s(x+2h+δ) − s(x−2h−δ),
B′ = s(x+δ) − s(x−δ),

and the estimate becomes

P_est = P(A′ − B′)/(A′ + B′).  (7)

For small δ, B′ ≈ 2δ s′(x) + (δ³/3)s‴(x). At a maximum of s the linear term is absent, which favors placing x there when the splitting is well resolved. For a small splitting the peak gives little signal. On the flank, if s is nearly linear over the whole range from x−2h−δ to x+2h+δ, A′ ≈ (4h+2δ)s′ and B′ ≈ 2δs′, so P_est ≈ P h/(h+δ): the relative error in h passes into P almost unchanged in size.

**Worked example**

Take the model parameters Δ = 0.35 meV, B = 3.0 T, T = 0.4 K and P = 0.40, so that a_+ = 0.70 and a_- = 0.30. Then h = 0.1737 meV and kT = 0.0345 meV. The maximum of s lies at x = 0.3943 mV, above Δ because of thermal smearing. The four voltages are −0.5679, −0.2206, 0.2206 and 0.5679 mV.

The conductances were computed from golden-rule rates between the eigenstates of the pair Hamiltonian, followed by numerical differentiation. Equation (4) was not used for them; it agrees with them to within 6 × 10⁻⁹ at the voltages compared. The readings are

G1 = 1.6994,  G2 = 0.5823,  G3 = 1.3578,  G4 = 1.3793.

The differences and the estimate are

G4 − G2 = 0.7970,  G1 − G3 = 0.3416,
P = (0.7970 − 0.3416)/(0.7970 + 0.3416) = 0.400.

In the tests P is recovered to about 10⁻¹³, far closer than the accuracy of the conductances. The reason is that a symmetric difference formula applied to the current again produces an even function shifted by ±h, so its error cancels in (1) as well.

Two readings can be compared with four. From the expressions above (5),

(G1 − G4)/(G1 + G4) = P[s(x) − s(x+2h)]/[s(x) + s(x+2h)],
(G3 − G2)/(G3 + G2) = P[s(x) − s(x−2h)]/[s(x) + s(x−2h)].

Here s(x) = 1.939, s(x+2h) = 1.139 and s(x−2h) = 0.0007. The outer pair gives 0.40 × 0.800/3.078 = 0.104, a severe underestimate, because the other spin contributes strongly beyond its own peak. The inner pair gives 0.3997. It succeeds in this case because x − 2h lies deep in the gap, where s almost vanishes. The four-point ratio does not need that circumstance.

An error δ = 0.010 meV, about 6% of h, changes the estimate to 0.398 with x at the peak, but to 0.234 with x = Δ, where s is steep. The estimate P h/(h+δ) does not apply there, because s is far from linear over the range x ± 2h: B′ follows the steep local slope, while A′ stays far below (4h+2δ)s′. By (7), (P − P_est)/(P + P_est) = B′/A′. Halving δ from 0.005 to 0.0025 meV reduces this quantity by a factor of 7.99 at the peak and 2.00 at x = Δ, as expected for cubic and linear errors. The protection at the peak is narrow, however: with x placed 0.010 mV below or above it, the error δ = 0.010 meV gives 0.358 or 0.433, because s′(x) is no longer zero.

For η = 0.005 of the normal conductance, (6) gives

σ_P = 2 × 0.005 × √1.16/1.139 = 0.0095,

and random sampling gives 0.0094. At 1.2 K, with x and Δ held fixed, D falls from 1.139 to 0.996 and σ_P rises to 0.0108, while the noiseless estimate remains 0.400. Holding Δ fixed isolates the thermal smearing; the change of the gap itself with temperature is left out. That change is negligible at 0.4 K but not at 1.2 K, where the self-consistent BCS gap in this field would fall to about 0.28 meV. The 1.2 K figures therefore illustrate the smearing and do not describe a real film. The numerical output below lists most of these values.

Table of computed values

```
gap parameter: 0.35 meV
field: 3.0 T
Zeeman energy h: 0.17365 meV
temperature: 0.4 K; kT: 0.03447 meV
input polarization: 0.40
spin weights plus, minus: 0.70, 0.30
peak of smeared density x: 0.39427 mV
s(x-2h), relative: 0.00067
s(x), relative: 1.93936
s(x+2h), relative: 1.13932
D = s(x+2h)-s(x-2h), relative: 1.13865
V1: -0.56792 mV; G1, relative: 1.69935
V2: -0.22062 mV; G2, relative: 0.58228
V3: 0.22062 mV; G3, relative: 1.35775
V4: 0.56792 mV; G4, relative: 1.37933
G4-G2, relative: 0.79706
G1-G3, relative: 0.34160
four-point polarization: 0.40000
outer two-point estimate: 0.1039
inner two-point estimate: 0.3997
error put into h: 0.010 meV
estimate with wrong h, x at peak: 0.3983
estimate with wrong h, x = gap: 0.2340
error ratio on halving delta, peak: 7.990
error ratio on halving delta, x = gap: 1.999
noise per reading, relative: 0.005
standard error of P, formula: 0.00946
standard error of P, sampled: 0.00943
warm temperature: 1.2 K; kT: 0.10341 meV
warm D, relative: 0.99612
warm four-point polarization: 0.40000
warm standard error of P, formula: 0.01081
largest conductance deviation, relative: 5.7e-09
largest error of recovered P: 1.3e-13
```
